The square-root counting statistics of tunnelling through a single trap

**The decision**

A calculation of leakage noise through a thin insulator must settle how to draw the electrons. If they cross independently, the mean current fixes the whole distribution, and each crossing can be drawn at random with that mean rate. If they cross through a trap that holds one electron at a time, successive crossings are correlated, and the draw must respect this. The choice leaves the mean untouched but changes the spread and the skewness of the transferred charge. For one trap with equal filling and emptying rates, independent crossings overestimate the third cumulant by a factor of four at long times.

**Model and conventions**

The trap is empty or holds one spinless electron. An empty trap is filled from the left electrode at rate a, and a full trap is emptied into the right electrode at rate b. Both rates are constant, and no electron moves backwards. Let N be the number of electrons delivered to the right in a time t. Its cumulant generating function is

S(χ) = ln⟨exp(iχN)⟩,  C_n = (−i∂/∂χ)ⁿ S at χ = 0.

With s = iχ we have −i∂/∂χ = ∂/∂s, so C_n is n! times the coefficient of sⁿ in S. C₁ is the mean, C₂ the variance and C₃ the third central moment. They refer to charge counted in units of e; in coulombs C_n gains a factor eⁿ.

The claim holds for t much longer than both 1/a and 1/b, whatever the initial state of the trap:

S = (t/2) [√((a−b)² + 4ab eˢ) − a − b].  (1)

**First derivation: the number-resolved master equation**

Let P₀(n) and P₁(n) be the probabilities that n electrons have been delivered and that the trap is empty or full. An exit empties the trap and raises n by one, while an entry leaves n alone:

dP₀(n)/dt = −a P₀(n) + b P₁(n−1)
dP₁(n)/dt = a P₀(n) − b P₁(n).

Define g_j = Σₙ exp(sn) P_j(n). Multiply both equations by exp(sn) and sum over n. In the term with n−1, the substitution m = n−1 gives

Σₙ exp(sn) P₁(n−1) = eˢ Σₘ exp(sm) P₁(m) = eˢ g₁.

The infinite set of equations has become two:

dg₀/dt = −a g₀ + b eˢ g₁
dg₁/dt = a g₀ − b g₁.

A solution proportional to exp(λt) requires (λ+a)g₀ = b eˢ g₁ and (λ+b)g₁ = a g₀. Multiplying these two conditions and cancelling g₀g₁ gives

(λ+a)(λ+b) = ab eˢ.  (2)

Written out, this is λ² + (a+b)λ + ab(1−eˢ) = 0. Its discriminant is

(a+b)² − 4ab + 4ab eˢ = (a−b)² + 4ab eˢ.

With R the square root of this quantity,

λ± = (−a − b ± R)/2.

At s = 0 the root is R = a+b, so λ₊ = 0 and λ₋ = −(a+b). The full generating function is

⟨exp(sN)⟩ = g₀ + g₁ = A(s) exp(λ₊t) + B(s) exp(λ₋t).

Normalization at s = 0 for all t demands A(0) = 1 and B(0) = 0. The second term is smaller than the first by a factor of order exp(−Rt), which near s = 0 is exp(−(a+b)t). Hence

S = λ₊t + ln A(s) + exponentially small terms.

The first term grows with t and the second does not, so the leading long-time result is S = λ₊t, which is equation (1).

Counting at the entrance would move the factor eˢ to the other off-diagonal element. Equation (2) contains only the product of these elements, so the long-time statistics are the same. This must be so, because the two counts differ by at most one electron.

For real χ the choice of root needs care. The quantity under the root has imaginary part 4ab sin χ, which vanishes only at χ = 0 and at |χ| = π within one period. At χ = 0 the quantity is positive. Between these points it never touches the negative real axis, so the root with positive real part continues smoothly from R = a+b, and λ₊ dominates for |χ| < π. At |χ| = π the quantity equals (a−b)² − 4ab. If this is negative, as it is for equal rates, both roots λ± have the same real part and equation (1) fails there. The cumulants are unaffected, since they need only the neighbourhood of χ = 0.

**Second derivation: waiting times**

This route does not use the trap occupation as a variable. It follows the times between successive deliveries. Start the clock just after an exit, when the trap is empty. The next delivery needs a waiting time for entry, with density a exp(−aτ), followed by an independent waiting time for exit, with density b exp(−bτ). The Laplace transform of the density of a sum of independent times is the product of their transforms, so the cycle time has

w(z) = [a/(z+a)] [b/(z+b)].

The probability that exactly n cycles are complete at time t is that of n finished cycles followed by an unfinished one. The probability that a cycle is still unfinished after a time τ has transform (1−w)/z. The transform of P(N=n) is therefore wⁿ(1−w)/z. Summing the geometric series, for z large enough that it converges,

G(s,z) = Σₙ exp(sn) wⁿ (1−w)/z = (1−w) / [z(1 − eˢw)].

To simplify, use

1 − w = [(z+a)(z+b) − ab]/[(z+a)(z+b)] = z(z+a+b)/[(z+a)(z+b)].

The factor z cancels, and so does (z+a)(z+b):

G(s,z) = (z+a+b) / [(z+a)(z+b) − ab eˢ].

The denominator vanishes exactly where equation (2) holds, so it equals (z−λ₊)(z−λ₋). Adding the residues at the two poles, and using λ₊ + a + b = −λ₋ and λ₋ + a + b = −λ₊, gives

⟨exp(sN)⟩ = [λ₊ exp(λ₋t) − λ₋ exp(λ₊t)] / (λ₊ − λ₋).

This is valid at any time for a trap that starts empty. At s = 0 it equals one, as it should. At long times the term in exp(λ₊t) survives, its prefactor adds only a constant to S, and equation (1) follows again.

**The cumulants**

Let p = ab/(a+b)² and u = eˢ − 1. Since (a−b)² + 4ab eˢ = (a+b)² + 4ab u,

λ₊ = [(a+b)/2] [√(1+4pu) − 1].

The square root expands as 1 + 2pu − 2p²u² + 4p³u³ + …, so

λ₊/(a+b) = pu − p²u² + 2p³u³ + …

Insert u = s + s²/2 + s³/6 + …, u² = s² + s³ + … and u³ = s³ + …:

λ₊/(a+b) = p s + (p/2 − p²) s² + (p/6 − p² + 2p³) s³ + …

Multiplying the coefficients by 1, 2 and 6 gives

C₁ = (a+b)t p = ab t/(a+b)
C₂/C₁ = 1 − 2p
C₃/C₁ = 1 − 6p + 12p².

The meaning is clearer in terms of the asymmetry α = (a−b)/(a+b). Because (a+b)² − (a−b)² = 4ab, we have p = (1−α²)/4, and

C₂/C₁ = 1 − (1−α²)/2 = (1+α²)/2
C₃/C₁ = 1 − (3/2)(1−α²) + (3/4)(1−α²)² = 1/4 + (3/4)α⁴.  (3)

In the last line the terms in α² are +3/2 and −3/2 and cancel. Thus C₃ = C₁/4 at equal rates, and within this model nowhere else. The quarter is the minimum, and it is flat: an asymmetry of 0.2 raises the ratio by only 0.0012.

When one rate is much smaller than the other, p is small and λ₊ tends to (a+b)p(eˢ−1). This is the Poisson result, with all cumulants equal to the mean. The slow step then sets the times of delivery, and the fast step adds little delay.

As a numerical check of the unequal case, the number-resolved equations were solved for a = 1.0 and b = 2.5 in arbitrary units, and the growth of the cumulants was taken between two late times. The ratios were 0.59184 and 0.27530. The formulas with α = −1.5/3.5 give the same digits.

**Why equal rates give a quarter**

Set a = b = Γ. Equation (1) becomes

S = Γt [exp(s/2) − 1],  C_n = Γt/2ⁿ.

Whatever the state of the trap, the next event, be it an entry or an exit, comes at rate Γ. All events together form a Poisson stream whose number K has mean Γt. Starting from an empty trap, every second event is a delivery, so N is K/2 rounded down. For real s the rounding changes exp(sK/2) by a factor no further from one than exp(±|s|/2), which cannot affect the part of S that grows with t. The growing parts of the cumulants of N are therefore those of K/2. Every cumulant of K is Γt, and halving a variable divides its third cumulant by eight but its mean by two. The ratio is one quarter.

**How long is long enough?**

For equal rates the finite-time result is short enough to write in full. Suppose counting begins in the steady state, with g₀ = g₁ = 1/2. Let y = exp(s/2) and τ = Γt. The two equations for g₀ and g₁ have the solutions

(y, 1) exp[τ(y−1)] and (−y, 1) exp[−τ(y+1)],

as substitution shows. Matching the start requires coefficients (y+1)/(4y) and (y−1)/(4y). Adding the two components gives

⟨exp(sN)⟩ = cosh²(s/4) exp[τ(y−1)] − sinh²(s/4) exp[−τ(y+1)],

because (y+1)²/(4y) = cosh²(s/4) and (y−1)²/(4y) = sinh²(s/4). Take the logarithm and factor out the first term:

S = τ(y−1) + 2 ln cosh(s/4) + ln[1 − tanh²(s/4) exp(−2τy)].

The second term is s²/16 with no cubic part. To third order the last term is −(s²/16) exp(−2τ)(1 − τs). Collecting powers,

C₁ = τ/2
C₂ = τ/4 + [1 − exp(−2τ)]/8
C₃ = τ/8 + (3τ/8) exp(−2τ)
C₃/C₁ = 1/4 + (3/4) exp(−2τ).

For very short windows the ratio is one, because at most one electron is likely to be counted. At τ = 1 it is 0.3515, which a direct solution of the master equation confirms.

**A trap in a thin gate oxide**

Take an insulator 3.0 nm thick under 0.50 V, a field of 1.67 MV/cm. The barrier is 3.0 eV above the left Fermi level, the tunnelling mass is half the free-electron mass, and the temperature is 300 K. The trap lies 3.0 eV below the local band edge. Each rate is estimated as

rate = ν exp(−2∫κ dx),  κ = √(2m(U−E))/ħ,

with an attempt rate ν = 10¹³ per second, U the tilted band edge, E the trap level, and the integral running from the electrode to the trap.

At a distance x from the left electrode the trap level lies (0.50/3.0)x eV below the left Fermi level, with x in nm. The barrier on the exit side is then lower than on the entry side, so equal rates need a longer exit path. They occur at x = 1.469 nm, slightly left of the middle. The level is there 0.245 eV below the left Fermi level and 0.255 eV above the right one. Both rates are 6.83 × 10⁴ per second, which corresponds to a tunnelling exponent of ln(10¹³/6.83×10⁴) = 18.8. Half this rate times e gives a mean current of 5.47 fA.

In a window of 1.0 ms, Γt = 68.30. Then

C₁ = 68.30/2 = 34.15
C₂ = 68.30/4 + 1/8 = 17.20
C₃ = 68.30/8 = 8.54.

Independent crossings with the same mean would give 34.15 for all three.

The quarter depends strongly on where the trap sits. With voltage, thickness and trap depth held fixed, moving the trap 0.05 nm to the right makes the exit rate 3.50 times the entry rate and C₃/C₁ = 0.32. At 0.10 nm the factor is 12.3 and the ratio is 0.64. Equation (3) is flat near α = 0, but α itself changes quickly, because the rates depend exponentially on distance.

**What the model leaves out**

Real electrons have spin. If the trap accepts either spin but never two electrons, adding the two occupied probabilities restores the equations above, with the entry rate doubled. Equal bare rates then mean α = 1/3, and C₃/C₁ = 1/4 + (3/4)/81 = 0.259. The quarter returns when the total entry rate equals the exit rate. The formula survives, with a reinterpreted.

Reverse tunnelling at 300 K leaves C₃/C₁ at 0.250000 to the printed digits, although reverse steps at the left are about 8 × 10⁻⁵ as frequent as forward ones. First-order perturbation shows why. Let δ be the probability that a left-electrode state at the trap energy is empty, and ε the probability that a right-electrode state there is full. For equal couplings Γ, the total filling and emptying rates differ by 2Γ(ε−δ), which enters R only through its square. The product of the off-diagonal elements, divided by Γ², is

[(1−δ) + ε e⁻ˢ][(1−ε)eˢ + δ] ≈ eˢ − (δ+ε)(eˢ−1).

Taking the root to first order gives

λ₊/Γ ≈ exp(s/2) − 1 − (δ+ε) sinh(s/2).

Since sinh(s/2) = s/2 + s³/48 + …, the correction lowers C₁ by (δ+ε)Γt/2 and C₃ by (δ+ε)Γt/8. Both fall by the same fraction, and their ratio keeps its value to this order.

The lattice around a trap relaxes when the charge changes. Take a relaxation energy of 0.50 eV and a thermal Gaussian spread of transition energies. If the tunnelling exponent is held at its value for the relaxed trap level, the entry and exit rates are multiplied by 0.064 and 0.072. The mean rate falls from 3.4 × 10⁴ to 2.3 × 10³ per second, α is about −0.06 and C₃/C₁ is 0.25001.

The exponent is not really fixed, however. The electron crosses when the moving lattice brings the trap level to its energy, which happens mostly near the left Fermi level on entry and near the right one on exit. Entry then meets a lower barrier, and exit a higher one, than the fixed exponent supposes. Averaging the tunnelling factor over the crossing energies changes the two multipliers to about 0.12 and 0.038. Now α is about 0.52 and C₃/C₁ rises to 0.30. The quarter returns if the trap sits at about 1.52 nm instead of 1.47 nm. Both estimates assume that the lattice settles between hops, so that the rates remain constant. They also treat the lattice classically, which requires phonon energies well below the thermal energy of 0.026 eV. Oxide phonons do not meet this condition. With a single quantum mode of 0.06 to 0.14 eV, the averaged multipliers become 0.17 to 0.27 on entry and 0.056 to 0.11 on exit, and C₃/C₁ goes from 0.30 to 0.27 across that range.

Direct tunnelling past the trap through a contact 20 nm square is estimated at about 2 per second, without interface prefactors and with a transmission that depends only on the energy of motion normal to the oxide. Conserving transverse momentum across the change from the free mass in the metal to the half mass in the oxide roughly halves this rate, and turns the ratio below into 0.2504. Such independent crossings add the same rate to every cumulant. Added to the slowed current found with the fixed exponent, they bring the ratio to

(0.25001 × 2307 + 2.17)/(2307 + 2.17) = 0.2507.

This figure is for the bare barrier. Image forces in the electrodes lower the barrier, which would raise direct tunnelling by an order of magnitude or more and the trap rates by a smaller factor. The background would then weigh more.

Two electrons on a trap of radius 0.4 nm, in a medium of electronic relative permittivity 2.0, repel each other by about e²/(4πε₀ × 2.0 × 0.4 nm) = 1.8 eV. Lattice relaxation lowers this by twice 0.50 eV, which leaves a net repulsion of 0.80 eV. With the fixed exponent, a second electron then enters about 4 × 10⁻⁹ times as fast as the first leaves. Averaging over the crossing energies raises this to about 3 × 10⁻⁸, which is still negligible. Thermal emission over the barrier and lifetime broadening of the level are also negligible here.

**Beside a real oxide**

The thickness, barrier and mass are rough values for a thin gate oxide, and the field is moderate. Two metal electrodes are a simplification, since a transistor has a semiconductor on one side. The attempt rate, relaxation energy and trap radius are round inputs, and the tunnelling exponents leave out image forces, so the absolute rates are rough orders of magnitude only. The assumption most easily broken is equality of the rates, because nothing places a defect at the balance point; a displacement of 0.10 nm already moves the ratio from 0.25 to 0.64. A real oxide may also hold several traps. If they act independently, their cumulants add, and the measured ratio is the average of the single-trap ratios weighted by their mean currents. In this model it then lies between 1/4 and 1, and one ratio alone cannot identify a single balanced trap.

**What each derivation assumes**

Both derivations need one-way transfer to reach equation (1), but they can be relaxed in different directions.

The master equation needs constant rates out of each state. It does not need one-way transfer: reverse steps only add terms to the matrix, as in the perturbation above. Spin or further charge states add rows.

The waiting-time argument needs deliveries in one direction and cycles that are independent and alike. It does not need exponential waiting times. If the distribution of cycle times falls off at least exponentially, the dominant pole near s = 0 obeys eˢ w(λ) = 1. Let k₁, k₂ and k₃ be the first three cumulants of the cycle time, so that ln w(λ) = −k₁λ + k₂λ²/2 − k₃λ³/6 + …. The pole condition becomes

s = k₁λ − k₂λ²/2 + k₃λ³/6 − …

Put λ = c₁s + c₂s²/2 + c₃s³/6 and compare powers of s:

c₁ = 1/k₁
c₂ = k₂/k₁³
c₃ = 3k₂²/k₁⁵ − k₃/k₁⁴.

Hence, at long times,

C₃/C₁ = 3(k₂/k₁²)² − k₃/k₁³.

An exponential step of rate Γ has time cumulants 1/Γ, 1/Γ² and 2/Γ³, and those of independent steps add. Two equal steps give 3(2/4)² − 4/8 = 1/4, as before. Three equal steps in strict sequence, with one electron in the chain at a time, give 3(3/9)² − 6/27 = 1/9. The quarter is thus the lower limit for one trap with two exponential steps, and not for sequential tunnelling in general.

The numerical output lists the inputs and the main results used here. It holds the tunnelling exponent fixed when the lattice relaxes, so the estimates averaged over crossing energies are not in it.

Table of computed values

```
Test rates in, out: 1.0, 2.5 (arbitrary 1/time)
  largest generating-function error: 2.2e-11
  C2/C1 and C3/C1 from master equation: 0.59184, 0.27530
Equal rates, long time, C2/C1 and C3/C1: 0.50000, 0.25000
Equal rates, rate*time = 1, C3/C1: 0.3515
Oxide thickness: 3.0 nm; bias: 0.50 V
Field: 1.67 MV/cm
Barrier and trap depth: 3.0 eV; mass ratio: 0.5
Attempt rate: 1e+13 1/s; temperature: 300 K
Thermal energy: 0.02585 eV
Trap position for equal rates: 1.4687 nm from left
Trap level below left Fermi level: 0.2448 eV
Trap level above right Fermi level: 0.2552 eV
Common tunnelling rate: 6.8305e+04 1/s
Mean current: 5.472 fA
Counting window: 1.0 ms; rate*time: 68.30
C1 in window: 34.15 electrons
C2 in window: 17.20 electrons^2
C3 in window: 8.54 electrons^3
Trap moved right 0.02 nm: rate out/in 1.651, C2/C1 0.5301, C3/C1 0.2527
Trap moved right 0.05 nm: rate out/in 3.503, C2/C1 0.6545, C3/C1 0.3216
Trap moved right 0.10 nm: rate out/in 12.292, C2/C1 0.8609, C3/C1 0.6406
Spin, equal bare rates: C2/C1 0.5556, C3/C1 0.2593
Reverse tunnelling included: C3/C1 0.250000
Lattice relaxation energy: 0.50 eV
  rate factors in, out: 0.0637, 0.0719
  reverse/forward ratio at left: 7.72e-05
  slowed mean rate: 2307.4 1/s; C3/C1 0.250010
Trap radius: 0.4 nm; electronic permittivity: 2.0
Net repulsion of second electron: 0.800 eV
Second entry rate / exit rate: 4.1e-09
Contact side: 20 nm
Direct tunnelling rate: 2.17e+00 1/s
  C3/C1 of slowed current with this background: 0.250715
Image-force barrier lowering: 0.346 eV
Thermal emission rate over barrier: 7.1e-31 1/s
Lifetime broadening / thermal energy: 3.5e-09
```
